# Quadratic onset of impact ionisation and the conditions behind it

**Q:** One rate law for impact ionisation grows as the square of the energy above threshold. Why a square? I could equally believe a square root or a cube.

**A:** If the transition amplitude stays finite at threshold, the power comes from counting final states, so we must fix the process. A conduction electron with wave vector $\mathbf K$ lifts a valence electron across the gap $E_g$. Afterwards there are two conduction electrons, $\mathbf k_1$ and $\mathbf k_2$, and a hole $\mathbf k_h$, whose wave vector is minus that of the missing valence electron. Take isotropic parabolic bands with masses $m_c$ and $m_v$, measure electron energy from the conduction-band edge, assume empty final states, and use Hartree atomic units. Then

$$\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h,\qquad \frac{K^2}{2m_c}=E=E_g+\frac{k_1^2+k_2^2}{2m_c}+\frac{k_h^2}{2m_v}.$$

The golden rule gives $2\pi\sum|{\rm amplitude}|^2\delta(\text{energy})$. In a crystal of volume $\Omega$ the Coulomb amplitude is $V/\Omega$, while the sum over two free wave vectors is $\Omega^2\int d^3k_1d^3k_2/(2\pi)^6$, so the volume cancels. If $V$ hardly varies, the energy dependence is that of

$$D(E)=\int\!\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\;\delta\!\left(E-E_g-\frac{k_1^2+k_2^2}{2m_c}-\frac{|\mathbf K-\mathbf k_1-\mathbf k_2|^2}{2m_v}\right).$$

This counts ordered pairs $(\mathbf k_1,\mathbf k_2)$, for one spin of the valence electron.

**Q:** Where does this integral start? Surely at $E=E_g$.

**A:** No, because the products must carry the momentum $\mathbf K$, and that costs kinetic energy. Set $\mathbf S=\mathbf k_1+\mathbf k_2$ and $\mathbf p=(\mathbf k_1-\mathbf k_2)/2$. Then $\mathbf k_{1,2}=\mathbf S/2\pm\mathbf p$ and $k_1^2+k_2^2=S^2/2+2p^2$. The final kinetic energy is

$$T=\frac{p^2}{m_c}+\frac{S^2}{4m_c}+\frac{|\mathbf K-\mathbf S|^2}{2m_v}.$$

It is least at $\mathbf p=0$ and where the derivative with respect to $\mathbf S$ vanishes:

$$\frac{\mathbf S_0}{2m_c}=\frac{\mathbf K-\mathbf S_0}{m_v}\quad\Rightarrow\quad \mathbf S_0=\frac{2m_c}{M}\mathbf K,\qquad M=2m_c+m_v.$$

Each electron then has velocity $\mathbf S_0/2m_c=\mathbf K/M$, and so has the hole: the cheapest way to carry momentum is to move together. The minimum is

$$T_{\min}=\frac{m_cK^2}{M^2}+\frac{m_vK^2}{2M^2}=\frac{K^2}{2M}=\frac{m_c}{M}E,$$

where the last step uses $K^2=2m_cE$. The process opens when $E=E_g+m_cE/M$, that is, at

$$E_{\rm th}=\frac{M}{M-m_c}E_g=\frac{2m_c+m_v}{m_c+m_v}\,E_g .$$

A very heavy hole absorbs momentum at no cost and $E_{\rm th}\to E_g$. Equal masses give $\tfrac32E_g$, and a very light hole gives $2E_g$.

**Q:** Fine. But $\mathbf K$ grows with $E$, so the minimum moves while you count. Does that spoil a simple power?

**A:** It changes a factor, not the power. Write $\mathbf S=\mathbf S_0+\mathbf s$. The terms linear in $\mathbf s$ cancel at the minimum, leaving

$$T=T_{\min}+\frac{p^2}{m_c}+s^2\left(\frac1{4m_c}+\frac1{2m_v}\right)=T_{\min}+\frac{p^2}{m_c}+\frac{s^2}{2\nu},\qquad \nu=\frac{2m_cm_v}{M}.$$

The energy left for internal motion is

$$\varepsilon=E-E_g-\frac{m_c}{M}E=\frac{M-m_c}{M}\,(E-E_{\rm th}).$$

It is linear in $E$ because the initial band is parabolic too. For each Cartesian component, the change from $(k_1,k_2)$ to $(S,p)$ has determinant of magnitude one, and the shift to $\mathbf s$ changes nothing. Hence

$$D=\frac1{(2\pi)^6}\int d^3p\,d^3s\;\delta\!\left(\varepsilon-\frac{p^2}{m_c}-\frac{s^2}{2\nu}\right).$$

Now scale $\mathbf p=\sqrt{m_c}\,\mathbf u$ and $\mathbf s=\sqrt{2\nu}\,\mathbf w$. The volume element gains

$$(2m_c\nu)^{3/2}=\left(\frac{4m_c^2m_v}{M}\right)^{3/2}=8\left(\frac{m_c^2m_v}{M}\right)^{3/2},$$

and the condition becomes $u^2+w^2=\varepsilon$, a sphere in six dimensions.

To find its measure, let the unit sphere have area $A$. The Gaussian integral in six dimensions gives $\pi^3=A\int_0^\infty r^5e^{-r^2}dr=A$. A ball with $r^2\le\varepsilon$ therefore has volume $\pi^3\varepsilon^3/6$, and the delta function takes its derivative, $\pi^3\varepsilon^2/2$. Since $8\cdot\pi^3/2$ divided by $64\pi^6$ is $1/(16\pi^3)$,

$$D(E)=\frac{1}{16\pi^3}\left(\frac{m_c^2m_v}{M}\right)^{3/2}\left(\frac{M-m_c}{M}\right)^2(E-E_{\rm th})^2,\qquad E\ge E_{\rm th}.$$

Within this band model the square holds at every energy above threshold, not just near it.

**Q:** Can you test the prefactor in a case I can do by hand?

**A:** Let $m_v\to\infty$. The hole takes up any momentum, and the two electrons merely share $\varepsilon=E-E_g$. One electron has density of states $m_c^{3/2}\sqrt{2e}/(2\pi^2)$ per spin. Convolving two of them gives

$$\frac{m_c^3}{2\pi^4}\int_0^\varepsilon\!\sqrt{e(\varepsilon-e)}\,de=\frac{m_c^3}{2\pi^4}\,\frac{\pi\varepsilon^2}{8}=\frac{m_c^3\varepsilon^2}{16\pi^3},$$

which is the general formula in that limit.

**Q:** Then what did momentum conservation do?

**A:** It removed three of nine momentum components. A positive quadratic energy in $n$ components gives a volume $\propto\varepsilon^{n/2}$ and a density $\propto\varepsilon^{n/2-1}$. With $n=6$ this is the square. If momentum were not conserved and the hole had a finite mass, $n=9$ would give $(E-E_g)^{7/2}$, starting at the gap itself.

**Q:** You have counted states. A rate needs amplitudes, and the two final electrons are identical. Is there a missing factor of two?

**A:** Treat the spins explicitly, leaving out spin–orbit coupling. Let the incoming electron have spin up. Call $M_d$ the direct amplitude, in which the incoming electron goes to $\mathbf k_1$ and the valence electron to $\mathbf k_2$; in $M_e$ the destinations are exchanged.

If the valence electron has spin down, the spins label the particles. The two outcomes are distinct and contribute $|M_d|^2+|M_e|^2$. If it has spin up, the amplitudes interfere and give $|M_d-M_e|^2$. These weights belong to an unordered pair. Integrating over ordered pairs counts each one twice, so we halve the total. Relabelling makes the $|M_e|^2$ integral equal to the $|M_d|^2$ integral, and

$$W=2\pi\int\!\frac{d^3k_1d^3k_2}{(2\pi)^6}\left[|M_d|^2+\tfrac12|M_d-M_e|^2\right]\delta(\cdots).$$

At threshold $\mathbf k_1=\mathbf k_2$, so $M_d=M_e$ and the parallel-spin term vanishes. Near threshold the difference is linear in $\mathbf p$ for a smooth amplitude. Its square adds one power of $\varepsilon$, and that channel starts as a cube. The leading rate is therefore

$$W\simeq2\pi|V_0|^2D(E),\qquad V_0=\frac{4\pi I}{\kappa q_0^2},\qquad q_0=K_{\rm th}\frac{M-m_c}{M}.$$

Here $q_0=|\mathbf K-\mathbf k_1|$ at threshold, $\kappa$ is the dielectric constant and $I$ is the overlap between the periodic parts of the valence state and of the conduction state that its electron enters. The corresponding overlap for the incoming electron is taken as one. There is no extra factor of two. The quadratic law does require $V_0\neq0$.

**Q:** Put numbers in before we argue about that condition.

**A:** Take round parameters in the regime of InAs near room temperature: $E_g=0.35$ eV, $m_c=0.025$, $m_v=0.40$ and $\kappa=12$. I also choose a constant overlap $I^2=0.05$, which is a model input and not a property of InAs. Then $M=0.45$ and

$$E_{\rm th}=\frac{0.450}{0.425}\times0.35\ \text{eV}=0.371\ \text{eV}.$$

The incoming wave vector is $0.493\ \text{nm}^{-1}$. Each final electron takes $0.027\ \text{nm}^{-1}$ and the heavy hole takes $0.438\ \text{nm}^{-1}$. The momentum transfer is $q_0=0.466\ \text{nm}^{-1}$, or 0.02464 in atomic units, so

$$|V_0|^2=0.05\left(\frac{4\pi}{12\times0.02464^2}\right)^2\approx1.49\times10^5.$$

The density coefficient is $D/(E-E_{\rm th})^2=2.354\times10^{-8}$. The rate coefficient is thus $2\pi(1.486\times10^5)(2.354\times10^{-8})=0.0220$ atomic units. Dividing by the atomic time, $2.419\times10^{-17}$ s, and by $(27.21\ \text{eV})^2$ gives

$$W\approx1.23\times10^{12}\ \text{s}^{-1}\left(\frac{E-E_{\rm th}}{1\ \text{eV}}\right)^2.$$

At 0.01, 0.05 and 0.10 eV above threshold this is $1.2\times10^8$, $3.1\times10^9$ and $1.2\times10^{10}\ \text{s}^{-1}$.

**Q:** Those are small rates. Does an electron ionise as soon as it passes threshold?

**A:** Not in this model. With a rough phonon scattering time of 0.2 ps, the product of rate and scattering time at 0.05 eV excess is $6\times10^{-4}$. An electron held at that energy would scatter about 1600 times per ionisation. The threshold is soft: many electrons can gain or lose energy before they ionise.

**Q:** You froze the Coulomb amplitude at its threshold value. At 0.05 eV excess, is that safe?

**A:** The scaled final states are uniform on the six-dimensional sphere, so I averaged the two spin terms over randomly sampled points on it, keeping $I$ constant but letting $M_d$ and $M_e$ vary as $1/q^2$. Relative to $|V_0|^2$, the antiparallel term is 0.88 and the parallel term 0.08. Their sum is 0.96. The small net error of 4% hides two larger changes of opposite sign.

**Q:** Now the condition. Why should the overlap be finite at threshold?

**A:** It need not be. Consider an isotropic model with one s-like conduction orbital and three p-like valence orbitals, coupled by $iPk$ along $\mathbf k$. The s orbital and the longitudinal p orbital form the matrix

$$\begin{pmatrix}E_g&iPk\\-iPk&0\end{pmatrix}.$$

Its mixing angle obeys $\tan2\phi=2Pk/E_g$. The p-weight of the conduction state is therefore

$$b^2=\sin^2\phi=\frac12\left(1-\frac{E_g}{\sqrt{E_g^2+4P^2k^2}}\right).$$

This p-part points along $\mathbf k_2$. The two heavy-hole orbitals are perpendicular to $\mathbf k_h$. Summing over both, the squared overlap is the part of the p-vector transverse to $\mathbf k_h$:

$$\sum|I|^2=b^2\sin^2\theta(\mathbf k_2,\mathbf k_h).$$

At threshold all momenta are collinear, so this is zero. Slightly above it, the transverse deviations grow as $\sqrt\varepsilon$, hence $\sin^2\theta\propto\varepsilon$, and the rate starts as $(E-E_{\rm th})^3$.

**Q:** So for heavy holes your square is wrong?

**A:** The phase-space square stands, but the onset of the rate in that channel is cubic within this model. The size is not negligible further up. Take $P$ from the conduction mass through $1/m_c=1+2P^2/E_g$, and average over the same final states. The mean squared overlap at 0.05 eV excess is then 0.037, near the chosen 0.05. This mean is only a guide to the rate: here $M_d$ and $M_e$ both vanish at threshold, so the parallel-spin term is of the same cubic order as the antiparallel one and of comparable size. A constant overlap can give a similar magnitude there and still give the wrong slope at threshold. Spin–orbit coupling and remote bands are absent from this argument, so it does not settle whether a small quadratic part survives in a real crystal.

**Q:** InAs is also far from parabolic at an energy equal to its gap. Does the exponent survive that?

**A:** It does at leading order, at a regular isotropic threshold. Let $E_{\min}(K)$ be the least final energy, including the gap. Because it is stationary in $\mathbf k_1$ and $\mathbf k_2$, changing $K$ alters it only through the hole, so $dE_{\min}/dK=v_f$, the common final speed. The initial electron has $dK/dE=1/v_i$. Thus

$$\varepsilon\simeq\left(1-\frac{v_f}{v_i}\right)(E-E_{\rm th}).$$

Around the minimum the energy rises as $\frac12y^{\mathsf T}Hy$ in six components $y$. The enclosed volume is $\pi^3(2\varepsilon)^3/(6\sqrt{\det H})$, and its derivative gives

$$D\simeq\frac{4\pi^3\varepsilon^2}{(2\pi)^6\sqrt{\det H}}.$$

This needs $v_f<v_i$ and a positive definite $H$. For parabolic bands $1/\sqrt{\det H}=(m_c^2m_v/M)^{3/2}$, and the earlier result returns.

For the example, use $E(1+E/E_g)=k^2/2m_c$ for the electrons and keep the hole band. Numerical minimisation of the final energy puts the threshold at 0.397 eV, 26.5 meV higher. At a given energy the initial electron now carries more momentum, which the products must take up. The coefficient of $D$ is 0.81 times the parabolic one. The shift matters more: at the total energy that lay 50 meV above the parabolic threshold, 23.5 meV remain, and the leading form gives $D$ as about $0.81\times(23.5/50)^2\approx0.18$ of its parabolic value. The rate loses more than this, because the amplitude weakens too. At threshold $K^2$ is now about 2.3 times its parabolic value, so for the same overlap $|V_0|^2\propto q_0^{-4}$ falls about fivefold.

**Q:** And if the threshold depends on direction, as it must with warped valence bands?

**A:** Then each direction can keep its square while the average does not. Replace the hole by an ellipsoid, with mass 0.80 along one axis and 0.35 across it. This is a caricature of warping. The common-velocity argument still applies component by component and gives thresholds of 0.361 eV along the axis and 0.373 eV across it.

Just above the lower one, $\varepsilon\simeq a-B\theta^2$, where $a$ is proportional to the distance from the lowest threshold. The average over directions around the axis contains

$$\int_0^{\sqrt{a/B}}(a-B\theta^2)^2\,\theta\,d\theta=\frac{a^3}{6B}.$$

The open cone of directions supplies the extra power. This holds when the lowest threshold lies along isolated directions; if it lay on a ring, as with the two masses swapped, only one angle would open and the power would be $5/2$. Numerical averaging gives a local exponent of 3.00 at 0.1 meV above the lowest threshold and 2.38 at 50 meV. The latter exceeds 2 because all directions are open but their thresholds lie on average about 8.5 meV above the lowest: the threshold rises by 12.7 meV from axis to side, nearly as $\sin^2\theta$, whose average over directions is $2/3$. A square measured from that mean has local exponent $2\times50/(50-8.5)\approx2.4$ when distances are taken from the lowest threshold.

**Q:** What, then, may I carry over to an InAs avalanche device?

**A:** The gap, the masses and $\kappa$ are rough typical values; the overlap is not a material constant. One assumption that clearly fails is the parabolic conduction band, with the large losses of phase space and Coulomb strength just found. Taking the incoming electron's overlap as one also overstates the rate: the two-band model gives between 0.7 and 0.8 for its square near threshold. The heavy-hole selection rule changes the slope. Real InAs also has a spin–orbit splitting comparable with its gap.

A sharp foot would in any case be blurred. The phonon width $\hbar/\tau$ is 3.3 meV. At 20 kV/cm the field scale $(e^2F^2\hbar^2/2m_c)^{1/3}$, which gives only the order of magnitude of the blurring, is 18 meV, larger than the first excess energy quoted above. Temperature also shifts the foot: warming by 50 K lowers the gap by roughly 15 meV.

Two other effects are minor for these numbers. At 300 K and $10^{15}\ \text{cm}^{-3}$ the band-edge filling is about 1%. A two-band tunnelling estimate at the same field gives an exponent of 66, so the tunnelling factor is about $e^{-66}$; the exponent scales as $1/F$ and is only about 19 at 70 kV/cm. The satellite valley, at roughly 0.7 eV, lies some 0.3 eV above threshold, but it is not minor. At 20 kV/cm the field carries an electron across that interval in $\hbar\Delta K/eF\approx0.06$ ps in the parabolic band, less than the scattering time. The example's rate stays below about $1.3\times10^{11}\ \text{s}^{-1}$ on the way, so the chance of ionising first is under 1%. With so soft a threshold, transfer to the valley competes with ionisation. I would therefore keep the quadratic form as the phase-space law of a single isotropic threshold, take the onset and size of the real rate from a proper band calculation, and not read the example's rates as predictions for the material.
